# Why a clamped PZT plate couples less than a slender rod

A poled PZT plate vibrating through its thickness and a slender rod vibrating along its length use the same material constants under different side conditions. The rod can change its width freely. The interior of a wide plate cannot do so as a whole, because its own inertia holds it laterally. For rough typical constants of a soft PZT, this changes the coupling factor from $k_{33}=0.70$ to $k_t=0.49$. The two are related by

$$
k_t=\frac{k_{33}-a\,k_p}{\sqrt{(1-a^2)(1-k_p^2)}},
$$

where $a$ measures the elastic link between axial and lateral strain, and $k_p$ is the planar coupling factor. The product $a k_p$ lowers the coupling: blocking the lateral contraction cancels much of the axial piezoelectric response. The denominator contains the stiffening and the loss of permittivity, and both of these raise the coupling.

## Coupling as a fraction of work

Let axis 3 be the poling axis, with electrodes normal to it. The ceramic is isotropic in the plane 1–2, linear and lossless. With tensile stress and extension positive, and with equal lateral stresses $T_1=T_2$,

$$
\begin{aligned}
S_1&=(s_{11}+s_{12})T_1+s_{13}T_3+d_{31}E_3,\\
S_3&=2s_{13}T_1+s_{33}T_3+d_{33}E_3,\\
D_3&=2d_{31}T_1+d_{33}T_3+\varepsilon^T E_3 .
\end{aligned}
$$

Compliances $s_{ij}$ are at constant field, and $\varepsilon^T$ is the permittivity $\varepsilon_{33}$ at constant stress. In PZT $s_{13}$ and $d_{31}$ are negative, while $d_{33}$ is positive.

Once the side condition is imposed, either body obeys two equations of the form

$$
S_3=sT_3+dE_3,\qquad D_3=dT_3+\varepsilon E_3 .
$$

Load it to stress $T$ at short circuit. Then $S_3=sT$ and $D_3=dT$, and the work done per unit volume is $\tfrac12 sT^2$. Now open the circuit, which holds $D_3$ at $dT$, and remove the stress. At the end $E_3=dT/\varepsilon$, so a strain $d^2T/\varepsilon$ remains. The work returned is

$$
\tfrac12T\left(sT-\frac{d^2T}{\varepsilon}\right).
$$

The rest, $\tfrac12d^2T^2/\varepsilon=\tfrac12\varepsilon E_3^2$, stays in the body, partly as elastic energy, and can all be withdrawn through the electrodes. Its fraction of the input is

$$
k^2=\frac{d^2}{s\,\varepsilon}.
$$

The sides add no work in either case: free sides have no stress, and clamped sides have no displacement.

For the rod, $T_1=T_2=0$, so the coefficients are the original ones and $k_{33}^2=d_{33}^2/(s_{33}\varepsilon^T)$.

## What clamps a plate with free edges

In a very wide plate driven uniformly, a motion with $u_1=u_2=0$ and all fields depending on thickness alone satisfies the equations of motion. The lateral stress then has no lateral gradient, so the drive itself starts lateral motion only at the edges. In a finite disc, waves launched there travel inward and add lateral ripples to the thickness motion; the clamped plate is the ideal limit without them.

The strength of this restraint in a finite disc can be estimated by supposing a uniform lateral strain $S$, with $u_r=Sr$. The radial and hoop strains are equal, hence so are the radial and hoop stresses. Averaged through the thickness, with no shear traction on the faces, the radial equation of motion at angular frequency $\omega$ is

$$
\frac{dT_r}{dr}=-\rho\omega^2Sr
\quad\Rightarrow\quad
T_r(0)-T_r(R)=\tfrac12\rho\omega^2R^2S .
$$

The elastic stress scale for the same strain is $S/(s_{11}+s_{12})$. The ratio of the two is

$$
N=\tfrac12\rho\omega^2R^2(s_{11}+s_{12}).
$$

For a disc 1 mm thick and 15 mm in radius at its thickness resonance of 1.875 MHz, $N\approx1260$. A uniform lateral strain as large as the free piezoelectric strain would need stresses far above those the piezoelectric effect supplies. A large $N$ excludes only such a uniform strain, not the ripples. At the thickness resonance with a quality factor of 75, the rms local lateral strain is about 0.15 of the axial strain in this disc and about 0.35 in a disc of 5 mm radius, close to the free-side ratio $|s_{13}|/s_{33}=0.37$. For a rod 20 mm long and 1 mm in radius at 68.5 kHz, $N\approx0.0075$; its sides follow the axial motion almost without lateral stress.

The clamp therefore depends on frequency. The same disc with free edges, driven well below its first planar resonance, is not clamped, and its response to a uniform axial stress is governed by $d_{33}$ and $k_{33}$.

## The clamped coefficients

Setting $S_1=0$ gives the lateral stress

$$
T_1=-\frac{s_{13}T_3+d_{31}E_3}{s_{11}+s_{12}} .
$$

Insert this into the other two equations and collect the terms in $T_3$ and $E_3$:

$$
\begin{aligned}
s'&=s_{33}-\frac{2s_{13}^2}{s_{11}+s_{12}},\\
d'&=d_{33}-\frac{2s_{13}d_{31}}{s_{11}+s_{12}},\\
\varepsilon'&=\varepsilon^T-\frac{2d_{31}^2}{s_{11}+s_{12}} .
\end{aligned}
$$

The same $d'$ appears in both equations, as the work argument requires. Since $s_{13}d_{31}>0$ in PZT, the correction reduces $d'$. A field along the poling direction tries to make the plate thicker and narrower. Clamping prevents the narrowing by lateral tension, and this tension makes the plate thinner again.

Define

$$
a=\frac{-\sqrt2\,s_{13}}{\sqrt{(s_{11}+s_{12})s_{33}}},\qquad
k_p=\frac{-\sqrt2\,d_{31}}{\sqrt{(s_{11}+s_{12})\varepsilon^T}} .
$$

Both are positive here. Their product is $2s_{13}d_{31}/[(s_{11}+s_{12})\sqrt{s_{33}\varepsilon^T}]$, so

$$
\frac{d'}{\sqrt{s_{33}\varepsilon^T}}=k_{33}-ak_p,\qquad
\frac{s'}{s_{33}}=1-a^2,\qquad
\frac{\varepsilon'}{\varepsilon^T}=1-k_p^2 .
$$

Substitution into $k_t=d'/\sqrt{s'\varepsilon'}$ gives the opening formula.

This is the usual thickness coupling factor. With clamped sides, the stiffness form of the equations is $T_3=c_{33}^ES_3-e_{33}E_3$ and $D_3=e_{33}S_3+\varepsilon^SE_3$, where $\varepsilon^S$ is the permittivity at constant strain. Solving the first for $S_3$ and inserting it into the second gives

$$
s'=\frac1{c_{33}^E},\qquad d'=\frac{e_{33}}{c_{33}^E},\qquad
\varepsilon'=\varepsilon^S+\frac{e_{33}^2}{c_{33}^E}.
$$

Hence

$$
k_t^2=\frac{e_{33}^2}{c_{33}^E\varepsilon^S+e_{33}^2}
=\frac{e_{33}^2}{c_{33}^D\varepsilon^S},\qquad
c_{33}^D=c_{33}^E+\frac{e_{33}^2}{\varepsilon^S}.
$$

## How large each effect is

Take $s_{11},s_{12},s_{13},s_{33}=16,-5.5,-7,19$ pm²/N, $d_{31}=-170$ pC/N, $d_{33}=375$ pC/N and a relative permittivity of 1700 at constant stress. Then $s_{11}+s_{12}=10.5$ pm²/N, and

$$
\begin{aligned}
s'&=19-\frac{2(7)^2}{10.5}=9.67\ \text{pm}^2/\text{N},\\
d'&=375-\frac{2(7)(170)}{10.5}=148\ \text{pC/N}.
\end{aligned}
$$

The relative permittivity falls to 1078. With $a=0.701$ and $k_p=0.605$,

$$
k_t=\frac{0.701-0.424}{\sqrt{(1-0.701^2)(1-0.605^2)}}\approx0.49 .
$$

Replacing $d_{33}$, $s_{33}$ and $\varepsilon^T$ by their clamped values multiplies $k$ by 0.40, 1.40 and 1.26 respectively. These factors do not depend on the order of replacement, but the intermediate values of $k$ do. Replacing $d_{33}$ by $d'$ alone takes $k$ from 0.70 to 0.28. Using the smaller compliance as well brings it to 0.39, and the smaller permittivity brings it to 0.49. The two recoveries are substantial but do not restore the rod value.

The strain budget shows the same cancellation. At 1 kV/cm with $T_3=0$, free sides would give a thickness strain of 37.5 ppm. Clamped sides produce a lateral tension of 1.62 MPa, which contributes $-22.7$ ppm and leaves 14.8 ppm. These are strains under the stated side conditions; they are not amplitudes at resonance.

## When clamping raises the coupling

If $d_{31}=0$, then $k_p=0$ and $k_t=k_{33}/\sqrt{1-a^2}$, which exceeds $k_{33}$ whenever $a\neq0$. If $s_{13}=0$, then $a=0$ and $k_t=k_{33}/\sqrt{1-k_p^2}$, which exceeds $k_{33}$ whenever $k_p\neq0$. With the other constants held fixed, the example would give 0.98 and 0.88. These are hypothetical limits that isolate the mechanism. A loss of coupling needs both lateral links.

The crossover follows from $k_t=k_{33}$. Squaring $k_{33}-ak_p=k_{33}\sqrt{(1-a^2)(1-k_p^2)}$ and collecting powers of $k_p$ gives

$$
(1-q^2)k_p^2-2ak_{33}k_p+a^2k_{33}^2=0,
$$

with $q=\sqrt{(1-a^2)(1-k_{33}^2)}$, because $a^2+k_{33}^2(1-a^2)=1-q^2$. The roots are $ak_{33}(1\pm q)/(1-q^2)$. The smaller is the crossover first met as $k_p$ rises from zero:

$$
k_p^*=\frac{ak_{33}}{1+q}.
$$

For the example $k_p^*=0.33$, reached at $d_{31}=-92$ pC/N when $d_{31}$ alone is varied. As $|d_{31}|$ is reduced below this value towards zero, the plate couples better than the rod. The actual $k_p$ of 0.60 lies well on the other side.

## How the difference appears at resonance

Let $L$ be the vibrating length: rod length or plate thickness. Neglect field leakage through the sides, so that $D_3$ is uniform along axis 3. Eliminating $E_3$ gives

$$
S_3=s(1-k^2)T_3+gD_3,\qquad g=\frac d\varepsilon .
$$

The equation of motion $\partial T_3/\partial z=-\rho\omega^2u_3$ then has the symmetric-extension solution $u_3=A\sin\kappa z$, with $\kappa^2=\rho\omega^2s(1-k^2)$ and $z$ measured from the centre. Stress-free ends require $A\kappa\cos X=gD_3$, where $X=\kappa L/2$. The end-to-end extension is therefore

$$
2A\sin X=gD_3L\,\frac{\tan X}{X}.
$$

Integrating $E_3=D_3/\varepsilon-gT_3$ over the length, and using $g^2/[s(1-k^2)]=k^2/[\varepsilon(1-k^2)]$, gives the voltage magnitude

$$
\begin{aligned}
V&=\frac{D_3L}{\varepsilon}\left[1+\frac{k^2}{1-k^2}\left(1-\frac{\tan X}{X}\right)\right]\\
&=\frac{D_3L}{\varepsilon(1-k^2)}\left(1-k^2\frac{\tan X}{X}\right).
\end{aligned}
$$

The lowest resonance $f_s$ has $V=0$ at finite charge. The first antiresonance $f_p$ has $X=\pi/2$. Since $X\propto f$, $X=\pi f/(2f_p)$, and

$$
k^2=\frac{\pi}{2}\frac{f_s}{f_p}
\tan\!\left[\frac{\pi}{2}\frac{f_p-f_s}{f_p}\right].
$$

With a density of 7700 kg/m³, the plate has $f_s=1.875$ MHz and $f_p=2.100$ MHz, a gap of 11% of $f_p$. The rod has 68.5 and 91.7 kHz, a gap of 25%.

A numerical solution for finite cylinders with traction-free surfaces tests the side conditions without imposing them. For the rod, its resonance and antiresonance give $k=0.70$. For the disc, each vibration mode adds to the low-frequency capacitance. Let $C_S$ be the capacitance at fixed strain and $\Delta C$ the sum from modes above $0.6f_p$. Ideal side clamping gives $C_S+\Delta C=C_S/(1-k_t^2)$, hence $k_t^2=\Delta C/(C_S+\Delta C)$. The resulting $k_t$ is 0.488 for the 15 mm radius and 0.492 for 5 mm, against 0.488 from the formula. The division between planar and thickness modes is approximate: moving the cut from $0.4f_p$ to $0.8f_p$ changes $k_t$ from 0.50 to 0.48 for the larger disc and from 0.51 to 0.47 for the smaller. The cut therefore affects even the second digit. The discs support the clamped value to within about 0.03, and the difference between the two radii should not be read as a law for the effect of width.

## Use in practice

The constants are rough values for a soft PZT, and the calculated pair agrees with the familiar levels near 0.5 and 0.7. Real parts depart from the model through uncertain constants, loss, nonlinearity, electrodes and bonding. The effect of uncertain constants can be computed directly: a 5% change in $d_{33}$ alone moves $k_t$ by 0.06 and $k_{33}$ by 0.035. The absolute shift is larger for the plate because the same change in $d_{33}$ is divided by the smaller $\sqrt{s'\varepsilon'}$. The relative shift, 13% against 5%, is larger by $d_{33}/d'$ because $d'$ is a difference of large terms. For a mechanical quality factor of about 75, the linewidth is 11% of the plate's frequency gap and 4% of the rod's. The 1 kV/cm drive, taken as the mean field $V/L$, is about a tenth of a rough 10 kV/cm coercive field, and the lateral tension is about 5% of a rough 30 MPa switching stress. That tension is the value for $T_3=0$ and holds only well below the thickness resonance: at the same field, the largest lateral stress in the ideal clamped plate is about 2.0 MPa at $0.5f_s$ and 6.6 MPa at $0.9f_s$. At resonance, with the same field amplitude and a linewidth set by the same quality factor, the linear model would give a peak axial stress amplitude of about 150 MPa in the plate and 205 MPa in the rod, far above the switching stress. The linear results at resonance therefore require a much weaker drive: the calculated stress reaches 30 MPa at about 0.20 kV/cm in the plate and 0.15 kV/cm in the rod, and nonlinear changes can begin earlier. The local field at resonance is also far above the mean: at these reduced drives it still reaches about 3 kV/cm in the plate and 5 kV/cm in the rod. Electrode mass and bonding layers have not been sized.

- **Choose the factor by the side condition.** Use $k_t$ for a wide plate near its thickness resonance and $k_{33}$ for a slender, end-electroded rod near its length resonance. A quasi-static $d_{33}$ measurement with free sides does not give the clamped coefficient $d'$.
- **Determine $k_t$ from $f_s$ and $f_p$** when the thickness mode is well separated from other modes and its linewidth is small compared with the gap. This avoids subtracting two uncertain terms. The disc must be wide: with a quality factor of 75, the admittance extrema give about 0.49 for the 15 mm radius but about 0.47 for the 5 mm radius, where the thickness response is split over several modes.
- **Free the sides if more coupling is needed in a wide PZT element.** Dividing it into slender posts approaches the rod condition. In the ideal limit of a filler with negligible stiffness and permittivity, a ceramic volume fraction $v$ changes $s_{33}$ to $s_{33}/v$ and $\varepsilon^T$ to $v\varepsilon^T$, while $d_{33}$ is unchanged. Thus $k$ remains $k_{33}$. This requires post faces that move together and lateral resonances well above the working frequency; a filler of finite stiffness restores part of the clamp. In the same parallel model, an epoxy of roughly 4 GPa gives $k\approx0.62$ at $v=0.3$ and 0.65 at $v=0.6$.

The main values are in the numerical output below.

## Computed values

```
s11, s12, s13, s33 = 16.0, -5.5, -7.0, 19.0 pm2/N
d31, d33 = -170.0, 375.0 pC/N
relative eps33 at constant stress = 1700
Ritz only: s44 = 47.0 pm2/N, d15 = 580.0 pC/N, relative eps11 = 1700
density = 7700 kg/m3
s11+s12 = 10.50 pm2/N
elastic link a = 0.7009, planar coupling kp = 0.6047, a*kp = 0.4238
clamped-side compliance s' = 9.667 pm2/N
clamped-side d' = 148.33 pC/N
clamped-side relative eps' = 1078.3
c33E = 103.4 GPa, e33 = 15.34 C/m2
relative eps33 at constant strain = 821.2
rod k33 = 0.7012, plate kt = 0.4883, kt/k33 = 0.696
work cycle k^2: rod 0.4917, plate 0.2384
change d only: k = 0.2774; d and s: k = 0.3889
change s only: k = 0.9831; eps only: k = 0.8805
kt if d31 = 0: 0.9831; kt if s13 = 0: 0.8805
kt = k33 at d31 = -91.6 pC/N, kp = 0.3258
random materials tested = 300
plate thickness 1 mm, radius 15 mm
plate fs = 1.875 MHz, fp = 2.100 MHz
rod length 20 mm, radius 1 mm
rod fs = 68.53 kHz, fp = 91.68 kHz
inertial/elastic lateral stress: plate 1262, rod 0.0075
Ritz rod: fs = 68.47 kHz, fp = 91.63 kHz
Ritz rod k = 0.7015, basis shift = 6.5e-11
Ritz disc, radius 15 mm: k = 0.4876, basis shift = -4.9e-08
Ritz disc, radius 15 mm: planar coupling from lower modes = 0.6052
Ritz disc, radius 5 mm: k = 0.4915
drive field = 1.0 kV/cm, voltage on plate = 100 V
free thickness strain = 37.50 ppm
strain from lateral tension = -22.67 ppm
clamped thickness strain = 14.83 ppm
lateral tension = 1.62 MPa
largest kt shift for 5 % in one constant = 0.062 (d33)
largest k33 shift for 5 % in one constant = 0.035 (d33)
rough mechanical Q = 75
plate linewidth/(fp-fs) = 0.111
rod linewidth/(fp-fs) = 0.039
rough coercive field = 10 kV/cm, drive/coercive = 0.10
rough switching stress = 30 MPa, tension/switching = 0.054
```
